Choosing supercell charges: stable defect states from a convex hull

**The result**

A supercell calculation of a defect asks for the net charge of the cell, one integer q per run. Let E_q be the formation energy obtained for charge q with the Fermi level at the top of the valence band. Plot the points (q, E_q) and draw their lower convex hull, the tightest convex line that passes on or below all of them. Then:

1. A charge is the unique ground state over some open range of Fermi level if and only if its point is a strict vertex of the hull.
2. If a > b are neighbouring vertices, the Fermi level at which the ground state changes from a to b is minus the slope of the edge joining them:

ε(a/b) = (E_a − E_b)/(b − a).

3. With the Fermi level inside the band gap, such a state can be the ground state only if its range overlaps the gap.

These statements concern the lowest energy among the charges that were computed. They do not say how fast a defect changes its charge, nor what an omitted charge would have done.

**What the charge setting does to the energy**

Setting the charge to q removes q electrons from the neutral cell, or adds |q| electrons if q is negative. The removed electrons go to a reservoir at the Fermi level. With μ measured from the valence-band top E_V, the formation energy is

E_f(q, μ) = E_tot(q) − E_host − Σ_i n_i μ_i + q(E_V + μ) + E_corr(q).

Here n_i atoms of species i, with chemical potential μ_i, were added to the host, and E_corr removes the error of the finite charged cell. Collecting everything except qμ in E_q gives

E_f(q, μ) = E_q + qμ.

Each charge is a straight line in μ with slope q. The ground-state energy is the lower envelope

Φ(μ) = min_q (E_q + qμ).

The geometry must be relaxed separately for each charge. If several configurations were found for one charge, the lowest supplies E_q. The levels are therefore thermodynamic ones, between relaxed states, and not optical transition energies at fixed geometry.

The atomic terms are the same for all charges and cancel from every level. An error b in E_V does not cancel, because it adds bq to E_q. All slopes rise by b, so all levels move by −b, while the vertices stay the same. The set of states stable inside the gap can still change, since the levels have moved relative to the band edges.

**Why the hull decides stability**

Charge q is the unique ground state at μ if, for every other charge p,

E_q + qμ < E_p + pμ.

Rearranged, this reads

E_p > E_q − μ(p − q).

The right side is a straight line in p, of slope −μ, passing through (q, E_q). All other points must lie strictly above it. A point that admits such a line is a strict vertex of the lower hull, which proves the first statement.

To find the allowed range of μ, solve the inequality for μ. For p > q, division by the positive number p − q gives

μ > (E_q − E_p)/(p − q) = ε(p/q).

For p < q, division by q − p gives

μ < (E_p − E_q)/(q − p) = ε(q/p).

The range is open between the largest of the lower bounds and the smallest of the upper bounds. It is non-empty if every lower bound is less than every upper bound. For charges a < q < b this requires

(E_q − E_b)/(b − q) < (E_a − E_q)/(q − a).

Multiply by (b − q)(q − a), which is positive, and collect E_q:

(b − a)E_q < (b − q)E_a + (q − a)E_b.

Division by b − a says that E_q lies below the chord from a to b. It is useful to define the chord margin

m_q = min over a < q < b of { [(b − q)E_a + (q − a)E_b]/(b − a) } − E_q.

An interior charge is a strict vertex if and only if m_q > 0. The smallest and largest computed charges have a bound on one side only, so they are vertices whatever their energies. Their status as vertices alone carries no physical information.

**Why the slopes are transition levels**

Let a > b be neighbouring vertices. The line through them has slope (E_a − E_b)/(a − b), and all other points lie on or above it. Set μ equal to minus this slope, and call that value ε. Then a and b have the same energy, and no other charge has a lower one.

Any point q on the same edge has E_q + qε equal to this common value, say K, so near the level

E_q + qμ = K + q(μ − ε).

For μ just above ε the smallest charge, b, wins. For μ just below it the largest, a, wins. An intermediate point lying on the edge is degenerate with them at ε and is never the unique ground state. Points above the edge have a finite excess energy at ε and cannot intervene nearby.

Edge slopes increase with q, so levels decrease with q: positive states are favoured by a low Fermi level and negative states by a high one.

**What the height above the hull means**

Suppose q is interior and not a vertex, and let b < q < a be the vertices at the ends of the edge below or through it. Write λ = (q − b)/(a − b), so that q = λa + (1 − λ)b. Since Φ is not above either end line,

Φ(μ) ≤ λ(E_a + aμ) + (1 − λ)(E_b + bμ) = H_q + qμ,

where H_q = λE_a + (1 − λ)E_b is the hull height at q. Hence

E_q + qμ − Φ(μ) ≥ E_q − H_q,

with equality at μ = ε(a/b), where both end lines equal Φ. The height above the hull is the least energy by which q misses being the ground state, over all Fermi levels.

The same inequality holds with any other chord through the position q in place of the edge. Evaluating it at ε(a/b) shows that no other chord is lower there, so E_q − H_q = −m_q.

**Building the hull**

Sort the charges and keep a list of candidate vertices. For each new charge c:

1. While the list has at least two members, let a < b be its last two.
2. If (E_b − E_a)/(b − a) ≥ (E_c − E_b)/(c − b), remove b and repeat step 1.
3. Otherwise stop removing. Append c.

The removal is safe: the inequality says that b lies on or above the chord from a to c, and no later point can undo that. When the procedure ends, the slopes between list members strictly increase. Each removed point lies on or above a chord between points that were kept or removed later. Working backwards from the last removal, all removed points therefore lie on or above the final convex line. Through each listed point one can draw a line with a slope between those of its two edges, or beyond its single edge at an end. It touches no other point, so the list contains exactly the strict vertices.

For n ≥ 2 charges, each slope comparison either removes a point or ends the loop for the current charge. There are at most n − 2 removals, because the two end charges survive, and at most n − 2 loop endings, because the first two charges need no comparison. At most 2n − 4 comparisons are needed after sorting.

The procedure was tested on 400 random sets of three to seven charges between −4 and +4, some with gaps in the sequence. Its vertices and levels agreed with direct minimization of E_q + qμ between all line crossings.

**Why neighbouring charges are not enough**

For consecutive charges, define the local curvature

U_q = E_{q+1} + E_{q−1} − 2E_q = ε(q/q−1) − ε(q+1/q).

The chord from q − 1 to q + 1 gives m_q ≤ U_q/2. Thus U_q ≤ 0 excludes q. For U_q < 0 this is the negative-U case, in which the two one-electron crossings are in the wrong order; for U_q = 0 they coincide.

The converse fails. Take charges 0, 1, 2, 3 with energies 3.0, 2.2, 1.5 and 0.0 eV. Then U_1 = 3.0 + 1.5 − 4.4 = +0.1 eV, yet the chord from 0 to 3 has height 2.0 eV at q = 1, which is 0.2 eV below the point. Charge 2 lies 0.5 eV above the same chord. The vertices are 0 and 3, with one three-electron level at 1.0 eV. The hull finds this; a test of adjacent charges at q = 1 does not.

**A worked defect**

Consider a model coordination defect in a material with a gap of 2.0 eV and relative permittivity 6.0. The chosen energies, in eV, are:

E_−2 = 4.5, E_−1 = 2.0, E_0 = 1.5, E_+1 = 0.4, E_+2 = 0.9.

The list starts with −2 and −1. For charge 0 the slopes are −2.5 and −0.5 eV, so nothing is removed. For charge +1 the last two slopes are −0.5 and −1.1 eV, so the neutral state is removed. The new slope from −1 to +1 is (0.4 − 2.0)/2 = −0.8 eV, above −2.5 eV, and −1 stays. For charge +2 the next slope is +0.5 eV, and +1 stays.

The vertices are −2, −1, +1 and +2. Reversing the slopes gives

ε(−1/−2) = 2.5 eV, ε(+1/−1) = 0.8 eV, ε(+2/+1) = −0.5 eV.

Inside the gap, +1 is stable below 0.8 eV and −1 above it. The doubly charged states are vertices, but their ranges lie outside the gap. The crossings ε(+1/0) = 1.1 eV and ε(0/−1) = 0.5 eV exist as line intersections but are not changes of ground state. The neutral state is 0.3 eV above the hull, so at every Fermi level it lies at least 0.3 eV above the ground state.

**Which charges to run**

Suppose +1 had been left out. The vertices become −2, −1, 0 and +2, with ε(+2/0) = 0.3 eV and ε(0/−1) = 0.5 eV. The neutral state now appears stable between them, and +2 appears stable below 0.3 eV. Both findings are false for the full set. Adding a charge can exclude an old vertex, but it cannot restore an excluded one, because the chord that excluded it remains. Run every integer between the chosen ends.

The ends can also be judged. Let p be larger than all other charges considered. Its line rises faster with μ than Φ does, so p can win inside a gap of width E_g only if it already wins at the lower edge:

E_p < Φ(0).

For p smaller than all others, the corresponding condition is

E_p + pE_g < Φ(E_g).

Here Φ(0) = 0.4 eV without charge +2, whose energy is 0.9 eV. At the upper edge, Φ(2.0 eV) = 2.0 − 2.0 = 0 without charge −2, whose energy is 4.5 − 4.0 = 0.5 eV. Neither enters the gap. These conditions test a computed candidate; they do not prove that still larger charges are irrelevant. That needs a further argument. Here the last outward step raises E_q by 0.5 eV on the positive side and by 2.5 eV on the negative side. If further steps are at least as large, higher positive charges could win only below −0.5 eV and higher negative ones only above 2.5 eV, both outside the gap. Upward curvature alone would not be enough if the last step still had its crossing inside the gap.

**How accurate the energies must be**

If each energy may err independently by up to δ, every chord height changes by at most δ, because its two weights are positive and add to one. So does E_q. The margin changes by at most 2δ, and the status of q is safe if

δ < |m_q|/2.

A level contains two energies and errs by at most 2δ/(a − b). In the example the margins at −1, 0 and +1 are 1.0, −0.3 and 0.8 eV. The neutral state sets the strictest limit, 0.15 eV. For δ = 0.1 eV the vertices are safe. The two-electron level errs by at most 0.1 eV and the one-electron levels by at most 0.2 eV, too little to bring either outer level into the gap.

**Why the charged-cell correction comes first**

A periodic charged cell is given a uniform compensating background. Model the defect charge as a Gaussian of standard deviation σ along each axis, in a cube of side L and volume V = L³. In units where two unit charges interact as 1/r, the periodic energy for unit charge is

W = (1/2V) Σ_{G≠0} (4π/G²) exp(−G²σ²).

The isolated Gaussian has self-energy 1/(2√π σ). Differentiate W with respect to s = σ²:

dW/ds = −(2π/V)[Σ_G exp(−G²s) − 1],

where the sum now includes G = 0. Poisson summation turns it into

Σ_G exp(−G²s) = V(4πs)^(−3/2) Σ_R exp(−R²/4s).

The R = 0 term contributes −1/(4√π s^(3/2)) to dW/ds, which is the derivative of the isolated self-energy. The terms with R ≠ 0 are exponentially small when σ is much less than L. The difference between periodic and isolated energies therefore has derivative 2π/V. Integrating, and using ⟨r²⟩ = 3σ²,

W − W_isolated = −α/(2L) + 2π⟨r²⟩/(3L³).

The integration constant must scale as 1/L, and the reciprocal sum gives α = 2.8373. In a uniform dielectric, charge q then has the energy error cq², with

c = (e²/4πε₀ε_r)[−α/(2L) + 2π⟨r²⟩/(3L³)].

Inserted in the level formula, this error gives

c(a² − b²)/(b − a) = −c(a + b).

For L = 1.2 nm and a root-mean-square radius of 0.2 nm, with e²/4πε₀ = 1.440 eV nm, the two terms are −0.284 and +0.012 eV, so c = −0.272 eV. Without correction the level ε(+2/+1) moves from −0.5 to +0.316 eV, and ε(−1/−2) from 2.5 to 1.684 eV. Both doubly charged states then appear stable inside the gap. The level ε(+1/−1) stays at 0.8 eV because a + b = 0 and both charges are given the same radius, so its agreement between cells would not reveal the error. With unequal radii the leading 1/L term still cancels and only a small 1/L³ shift remains.

Since c is negative, the error also lowers every local curvature by 2|c| and can remove a true vertex. Correct the energies before building the hull. In this model the leading correction restores the right states in the gap and leaves the outer levels at −0.535 and 2.535 eV. The small remainder is specific to a dielectric that screens equally at all wavelengths. In real materials screening weakens at short wavelengths, which can change both the size and the sign of the remainder. Supercell calculations usually treat this part by potential alignment. Far from the defect, the change of the electrostatic potential relative to the host is compared with the periodic potential of the model charge used for the leading term, and q times the difference is removed. The model potential must be subtracted, because the far potential of a charged cell still contains a part from the images and the background that scales as 1/L. Anisotropic screening, or a charge that spreads through the cell, needs a different correction. For relaxed geometries ε_r is the static permittivity, including the ionic response; in polar crystals the electronic value is much smaller, and using it would overcorrect.

**Temperature and the real material**

At temperature T the relative weight of a charge is g_q exp[−(E_q + qμ)/kT], with g_q its degeneracy. The neutral state is taken to have an odd number of electrons and to be a spin doublet, so g_0 = 2; the charges ±1 have paired spins and g = 1. The charges ±2 again have an odd number of electrons and would have g = 2 as doublets, but their weight near the level is so small that the program leaves their g at 1. At μ = 0.8 eV the singly charged states have equal weight, and the neutral fraction is close to exp(−0.3 eV/kT), or 9 × 10⁻⁶ at 300 K. Near this level the two main weights give

⟨q⟩ = −tanh[(μ − ε)/kT].

The mean charge is +0.96 at 0.05 eV below the level and −0.96 at 0.05 eV above it. The sharp step predicted by the hull is thus smoothed over a range of a few kT, with kT = 0.026 eV.

An entropy difference replaces E_q by E_q − TS_q and moves a level by T(S_a − S_b)/(a − b). If +1 has 3k more entropy than −1, the level rises by 0.039 eV.

The gap and permittivity are rough values for amorphous selenium; the defect energies are chosen, not computed for it. Selenium suits the example because its atoms usually have two bonds, and its lone pairs let a defect gain or lose a bond as its charge changes. That relaxation can favour two charged states over the neutral one. A real glass breaks the assumption of one defect with one set of energies. If site-to-site variations reach 0.1 eV in each energy, the ε(+1/−1) level varies by up to 0.1 eV. If the gap of 2.0 eV is taken as a low-temperature value and narrows by roughly 1 meV/K all the way from absolute zero, it loses 0.3 eV by 300 K. For that slope this is an upper estimate, since real gaps change more slowly at low temperature. With the defect energies held fixed, moving either band edge inwards by this amount leaves the same two states stable in the gap. The numerical output below gives the values to more digits.

Values computed for the example and the checks

```
Random sets tested: 400; points on edges: 19
Interior points above hull: 495
Of these or ties, locally convex: 35
Counterexample E(0..3): [3.0, 2.2, 1.5, 0.0] eV
Counterexample vertices: [0, 3]
Counterexample level: (+3/+0) 1.000 eV
Counterexample curvature at +1: 0.100 eV
Counterexample height at +1: 0.200 eV
Counterexample height at +2: 0.500 eV
Gap: 2.0 eV; relative permittivity: 6.0
Input E(-2): 4.500 eV
Input E(-1): 2.000 eV
Input E(+0): 1.500 eV
Input E(+1): 0.400 eV
Input E(+2): 0.900 eV
Hull vertices: [-2, -1, 1, 2]
Hull levels: (-1/-2) 2.500, (+1/-1) 0.800, (+2/+1) -0.500 eV
Stable inside gap: [-1, 1]
One-electron crossings: (+1/+0) 1.100, (+0/-1) 0.500 eV
Curvature at neutral: -0.600 eV
Chord margin at -1: 1.000 eV
Chord margin at +0: -0.300 eV
Chord margin at +1: 0.800 eV
Assumed energy error: 0.100 eV
Worst level errors: (-1/-2) 0.200, (+1/-1) 0.100, (+2/+1) 0.200 eV
Without +1, vertices: [-2, -1, 0, 2]
Without +1, levels: (-1/-2) 2.500, (+0/-1) 0.500, (+2/+0) 0.300 eV
Without +1, stable in gap: [-1, 0, 2]
Cell length: 1.20 nm; rms charge radius: 0.20 nm
Cubic image constant alpha: 2.837297
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Leading image correction, |q|=1: 0.2837 eV
Residual size error, |q|=1: 0.0116 eV
Residual size error, |q|=2: 0.0465 eV
Uncorrected levels: (-1/-2) 1.684, (+1/-1) 0.800, (+2/+1) 0.316 eV
Uncorrected, stable in gap: [-2, -1, 1, 2]
Leading-corrected levels: (-1/-2) 2.535, (+1/-1) 0.800, (+2/+1) -0.535 eV
Leading-corrected, stable in gap: [-1, 1]
Temperature: 300 K; kT: 0.02585 eV
Neutral fraction at (+1/-1) level: 9.125e-06
Mean charge 0.05 eV below level: +0.9591
Mean charge 0.05 eV above level: -0.9591
Level shift for 3 k_B extra entropy of +1: 0.0388 eV
Rough gap narrowing: 0.30 eV
Stable after valence-edge rise: [-1, 1]
Stable after conduction-edge fall: [-1, 1]
```
